\section*{Photoionisation cross-section of an electron bound to a short-range defect}

\section*{Photoionisation of a short-range defect and of a hydrogenic donor}

An electron is bound with energy $-E$ below the edge of one isotropic parabolic band of mass $m$, so that $H=p^2/2m+V(r)$. The crystal has refractive index $n$, taken as independent of frequency, and the lattice is rigid. The field at the defect is taken equal to the macroscopic field; a local-field factor $(F_{\rm eff}/F)^2$ would multiply every cross-section. Hartree atomic units are used, so the photon energy $h\nu$ is $\omega$ and $c=1/\alpha$. Throughout,
\begin{equation}
\kappa^2=2mE,\quad k^2=2m(\omega-E),\quad s=k/\kappa,\quad \omega=E(1+s^2).
\end{equation}

\subsection*{(a) Cross-section from the dipole matrix element}
Express the cross-section $\sigma(\omega)$ of an $s$ state through a radial integral.

\emph{Solution.} The wavelength far exceeds the bound state, so light polarised along $z$ adds $Fz\cos\omega t$ to $H$. Its absorbing half, $(F/2)z\,e^{-i\omega t}$, gives in first order $|c_f|^2=(F/2)^2|z_{fi}|^2\,4\sin^2(\Delta t/2)/\Delta^2$ with $\Delta=E_f-E_i-\omega$. At long times the last factor tends to $2\pi t\,\delta(\Delta)$, so the rate is $2\pi(F/2)^2S$ with $S=\sum_f|z_{fi}|^2\delta(E_f-E_i-\omega)$. In the medium $B=nF$, and the averaged Poynting flux is $ncF^2/8\pi$. Absorbed power over flux is
\begin{equation}
\sigma=\frac{\omega\,2\pi(F^2/4)S}{ncF^2/8\pi}=\frac{4\pi^2\alpha\,\omega}{n}\,S .
\label{eq:def}
\end{equation}
For $\psi_i=(u_0/r)Y_{00}$, the identity $\cos\theta\,Y_{00}=Y_{10}/\sqrt3$ shows that only $l=1$ final states contribute. In a large sphere of radius $L$ these behave as $(2/L)^{1/2}\sin(kr+\delta)$ with $kL+\delta=j\pi$, so there are $(L/\pi)(m/k)$ levels per unit energy. (A Coulomb phase adds a term $\ln L$, negligible against $L$.) Absorbing this density into the wave gives
\begin{equation}
S=\frac{R^2}{3},\quad R=\int_0^\infty u_1\,r\,u_0\,dr,\quad u_1\to\Big(\frac{2m}{\pi k}\Big)^{1/2}\sin(kr+\delta).
\label{eq:radial}
\end{equation}

\subsection*{(b) The meaning of a delta potential in three dimensions}
Show that $V=-g\,\delta(\mathbf r)$ does not fix a bound state, and define the model as the limit $b\to0$ of a square well of radius $b$ at fixed $E$.

\emph{Solution.} In momentum space the Schr\"odinger equation gives $\phi(k)\propto g\psi(0)/(k^2+\kappa^2)$, and self-consistency for $\psi(0)$ requires $1=2mg\int d^3k\,(2\pi)^{-3}(k^2+\kappa^2)^{-1}$. The integral diverges linearly, so no finite $g$ solves this, and $E$ must be the parameter.

For the well, $u_0=B\sin Kr/\sin Kb$ inside and $Be^{-\kappa(r-b)}$ outside. Continuity of $u_0'/u_0$ gives $Kb\cot Kb=-\kappa b$, so $Kb\to\pi/2$. The norm is
\begin{equation}
1=B^2\Big[\frac1{2\kappa}+\frac{b}{2\sin^2Kb}-\frac{\cot Kb}{2K}\Big].
\end{equation}
Since $1/\sin^2Kb=1+\kappa^2/K^2$ and $-\cot Kb/2K=\kappa/2K^2$, the bracket is $(1+\kappa b+O(\kappa^2b^2))/2\kappa$. The outer function is $Ae^{-\kappa r}$ with
\begin{equation}
A^2=B^2e^{2\kappa b}=2\kappa\,[1+\kappa b+O(\kappa^2b^2)].
\label{eq:A}
\end{equation}
In the limit, $\psi=(\kappa/2\pi)^{1/2}e^{-\kappa r}/r$, and the potential survives as the condition $u_0'/u_0=-\kappa$ at $r=0$.

The $p$ wave forgets the well. For $kb\ll1$ it is $\sin X/X-\cos X$ inside, with $X\to\pi r/2b$. At $X=\pi/2$ the value is $2/\pi$ and the $X$-derivative is $1-4/\pi^2$, so $bu_1'/u_1=\pi^2/4-1$. Just outside, $u_1\propto r^2+tb^3/r$ has $bu_1'/u_1=(2-t)/(1+t)$, whence $t=12/\pi^2-1$, a finite number. In $R$ the second term contributes $tb^3\int e^{-\kappa r}dr=tb^3/\kappa$ against $\int r^3e^{-\kappa r}dr=6/\kappa^4$, a relative order $(\kappa b)^3$; the interior, where the integrand is of order $r^3$, contributes at order $(\kappa b)^4$. These estimates take $k\ll\kappa$. For general $k$ the two terms continue as $(3/k^2)(\sin kr/kr-\cos kr)$ and $tb^3(\cos kr/r+k\sin kr)$; the first gives $6/(k^2+\kappa^2)^2$ in place of $6/\kappa^4$, and the relative orders become $\kappa b\,(k^2+\kappa^2)b^2$ and $(k^2+\kappa^2)^2b^4$. Free $p$ waves are therefore exact at zero range, and for $\kappa b\ll1$ and $(kb)^4\ll\kappa b$, which covers $k\lesssim\kappa$, the leading correction multiplies $\sigma$ by $1+\kappa b$ from (\ref{eq:A}), which does not depend on $\omega$.

\subsection*{(c) The zero-range cross-section}
Compute $\sigma(\omega)$ for the limiting state.

\emph{Solution.} The function $z\psi$ is pure $l=1$, and the exact scattering states differ from plane waves $(2\pi)^{-3/2}e^{i\mathbf k\cdot\mathbf r}$ only for $l=0$, so plane waves may be used. With $\int d\Omega\,e^{-i\mathbf k\cdot\mathbf r}=4\pi\sin kr/kr$,
\begin{equation}
\phi(k)=\frac{4\pi}{(2\pi)^{3/2}}\Big(\frac{\kappa}{2\pi}\Big)^{1/2}\int_0^\infty e^{-\kappa r}\frac{\sin kr}{k}\,dr=\frac{\kappa^{1/2}}{\pi(k^2+\kappa^2)} .
\end{equation}
Because $i\,\partial_{k_z}e^{-i\mathbf k\cdot\mathbf r}=z\,e^{-i\mathbf k\cdot\mathbf r}$, and $k^2+\kappa^2=2m\omega$ on the energy shell,
\begin{equation}
\langle\mathbf k|z|\psi\rangle=i\frac{\partial\phi}{\partial k_z}=-\frac{2i\kappa^{1/2}k_z}{\pi(2m\omega)^2}.
\end{equation}
The commutator $[H,z]=-ip_z/m$ gives the velocity form $\langle\mathbf k|z|\psi\rangle=-ik_z\phi/m\omega=-i\kappa^{1/2}k_z/2\pi m^2\omega^2$, the same value. The sum over final states uses $\int k^2dk\,\delta(k^2/2m+E-\omega)=mk$ and $\int k_z^2\,d\Omega=4\pi k^2/3$:
\begin{equation}
S=mk\,\frac{4\pi k^2}{3}\,\frac{4\kappa}{16\pi^2m^4\omega^4}=\frac{\kappa k^3}{3\pi m^3\omega^4}.
\end{equation}
With $\kappa k^3=4m^2E^{1/2}(\omega-E)^{3/2}$, equation (\ref{eq:def}) yields the Lucovsky cross-section
\begin{equation}
\sigma_L=\frac{16\pi\alpha}{3nm}\,\frac{E^{1/2}(\omega-E)^{3/2}}{\omega^3}.
\label{eq:L}
\end{equation}
Of the factor $k^3$, one power is the density of states and two come from the matrix element of a $p$ wave.

\subsection*{(d) Shape and total strength}
Find the maximum, the half maxima, the tail and $\int\sigma_L\,d\omega$.

\emph{Solution.} In terms of $s$,
\begin{equation}
\sigma_L=\frac{16\pi\alpha}{3nmE}\Big(\frac{s}{1+s^2}\Big)^3 .
\end{equation}
The derivative of $s/(1+s^2)$ is $(1-s^2)/(1+s^2)^2$, which changes sign only at $s=1$. The maximum lies at $\omega=2E$, where $k=\kappa$, and the bracket is $1/2$:
\begin{equation}
\sigma_L^{\max}=\frac{2\pi\alpha}{3nmE}.
\end{equation}
A frequency-dependent $n$ or local-field factor would move it. Half height requires $2s/(1+s^2)=\gamma=2^{-1/3}$, so $s=[1\pm(1-\gamma^2)^{1/2}]/\gamma$. The two roots are reciprocal and give $\omega/E=1.2435$ and $5.1061$. For $s\gg1$, $\sigma_L\propto s^{-3}\propto\omega^{-3/2}$.

With $d\omega=2Es\,ds$ and $s=\tan\theta$, one has $s^4(1+s^2)^{-3}ds=\sin^4\theta\,d\theta$, whose integral to $\pi/2$ is $3\pi/16$. Hence
\begin{equation}
\int_E^\infty\sigma_L\,d\omega=\frac{16\pi\alpha}{3nm}\cdot\frac{3\pi}{8}=\frac{2\pi^2\alpha}{nm}.
\end{equation}
The Thomas--Reiche--Kuhn sum rule follows from $\langle[z,[H,z]]\rangle=2\sum_f\omega_{fi}|z_{fi}|^2=1/m$, which in (\ref{eq:def}) gives a total of $4\pi^2\alpha/2nm$. The continuum exhausts it, as it must, because the model has no bound $p$ state. The oscillator density is $df/d\omega=nm\sigma/2\pi^2\alpha$.

\subsection*{(e) The hydrogenic donor}
Take $V=-1/\varepsilon r$ and compute $\sigma$ for the ground state with the exact final wave.

\emph{Solution.} With $a=\varepsilon/m$ and $x=r/a$, the function $u_0=2a^{-1/2}xe^{-x}$ solves $u''+(2/x-1)u=0$, so $\kappa=1/a$, $E=1/2ma^2$ and $s=ka$. Let $\eta=1/s$. The $p$ wave obeys $u''+(s^2+2/x-2/x^2)u=0$. Substituting $u=x^2e^{-isx}w$ cancels the terms in $s^2$ and $2/x^2$ and leaves $xw''+(4-2isx)w'+(2-4is)w=0$. With $y=2isx$ and division by $2is$,
\begin{equation}
yw_{yy}+(4-y)w_y-Aw=0,\qquad A=2+i\eta .
\end{equation}
The power series has $c_{j+1}=(A+j)c_j/[(j+1)(4+j)]$, so the regular solution is $M(y)=\sum_j(A)_jy^j/[(4)_j\,j!]$, where $(A)_j=A(A+1)\cdots(A+j-1)$. Expanding the exponential and using the beta integral term by term confirms
\begin{equation}
e^{-isx}M=\frac{6}{|\Gamma(A)|^2}\int_0^1e^{isx(2t-1)}\,t^{1+i\eta}(1-t)^{1-i\eta}\,dt ,
\end{equation}
where $4-A=A^*$ was used. The change $t\to1-t$ conjugates the integrand, so the function is real. At large $x$ the oscillation leaves only the end points. Near $t=0$, rotating the contour to the positive imaginary axis gives $\int_0^\infty e^{2isxt}t^{A-1}dt=\Gamma(A)(2sx)^{-A}e^{i\pi A/2}$, of modulus $|\Gamma(A)|(2sx)^{-2}e^{-\pi\eta/2}$. The end $t=1$ supplies the complex conjugate, so the sum oscillates with amplitude $2\cdot6\,e^{-\pi\eta/2}/[4(sx)^2|\Gamma(A)|]$. The wave $F_1=C_1(sx)^2e^{-isx}M$ has unit amplitude if $C_1=|\Gamma(A)|e^{\pi\eta/2}/3$. From $\Gamma(2+i\eta)=(1+i\eta)\Gamma(1+i\eta)$ and the reflection formula $|\Gamma(1+i\eta)|^2=\pi\eta/\sinh\pi\eta$,
\begin{equation}
C_1^2=\frac{2\pi\eta\,(1+\eta^2)}{9\,(1-e^{-2\pi\eta})}.
\label{eq:C1}
\end{equation}
For $\eta\to0$ this is $1/9$, the free value, since $\sin kr/kr-\cos kr\approx(kr)^2/3$.

The dipole integral needs $I_4=\int_0^\infty x^4e^{-(1+is)x}M\,dx$. With $\tau=\lambda+is$, the integrals $\int x^{3+j}e^{-\tau x}dx=6(4)_j/\tau^{4+j}$ turn the series into a binomial series:
\begin{equation}
I_3(\lambda)=\int_0^\infty x^3e^{-\tau x}M\,dx=\frac{6}{\tau^4}\Big(1-\frac{2is}{\tau}\Big)^{-A}=6(\lambda+is)^{-2+i\eta}(\lambda-is)^{-2-i\eta}.
\end{equation}
The series converges for $|\tau|>2s$; both sides are analytic in $\lambda$ for ${\rm Re}\,\lambda>0$, so the result holds there. Writing $\lambda\pm is=\rho e^{\pm i\theta}$ with $\theta=\arctan(s/\lambda)$ gives $I_3=6(\lambda^2+s^2)^{-2}e^{-2\eta\theta}$. Since $\partial_\lambda\theta=-s/(\lambda^2+s^2)$ and $\eta s=1$,
\begin{equation}
I_4=-\partial_\lambda I_3\big|_{\lambda=1}=6\,\frac{4-2\eta s}{(1+s^2)^3}e^{-2\eta\arctan s}=\frac{12\,e^{-2\eta\arctan s}}{(1+s^2)^3}.
\end{equation}
In (\ref{eq:radial}), $u_1=(2ma/\pi s)^{1/2}F_1$ and $r\,dr=a^2x\,dx$, so $R=(2ma^4/\pi s)^{1/2}\,2C_1s^2I_4$. Using $s^3\eta(1+\eta^2)=1+s^2$ and $8\cdot2\cdot144/9=256$,
\begin{equation}
R^2=\frac{8ma^4s^3}{\pi}C_1^2I_4^2=\frac{256\,ma^4}{(1+s^2)^5}\,\frac{e^{-4\eta\arctan s}}{1-e^{-2\pi\eta}} .
\end{equation}
With $\omega=(1+s^2)/2ma^2$ the mass cancels:
\begin{equation}
\sigma_H=\frac{2^9\pi^2\alpha a^2}{3n}\Big(\frac{E}{\omega}\Big)^4\frac{e^{-4\eta\arctan s}}{1-e^{-2\pi\eta}} .
\label{eq:H}
\end{equation}

\subsection*{(f) Limits of the hydrogenic result}
Find $\sigma_H$ at threshold, its initial slope and its tail, and compare with $\sigma_L$ at equal $m$, $n$, $E$.

\emph{Solution.} For $s\to0$, $\eta\arctan s=1-s^2/3+\dots$, and $e^{-2\pi\eta}$ vanishes faster than any power. With $(1+s^2)^{-4}\approx1-4s^2$, $e^{4s^2/3}\approx1+4s^2/3$ and $a^2=1/2mE$,
\begin{equation}
\sigma_H\approx\frac{2^8\pi^2\alpha}{3e^4nmE}\Big[1-\frac83\,\frac{\omega-E}{E}\Big].
\end{equation}
The continuum absorption starts at a finite value and falls; the program finds it decreasing on a grid spanning ten decades of $(\omega-E)/E$. In units of $\alpha/nmE$ the threshold value is $15.426$ and $\sigma_L^{\max}$ is $2.0944$, a ratio $128\pi/e^4=7.365$.

For $s\gg1$, $\arctan s\approx\pi/2$, and the last factor of (\ref{eq:H}) is $(1-2\pi\eta)(1+\pi\eta)/2\pi\eta$ to first order, so $\sigma_H\approx(256\pi\alpha a^2/3n)(E/\omega)^{7/2}(1-\pi\eta)$. The two tail exponents reflect the initial states. The velocity form with plane waves gives $\sigma\propto k^3\phi^2/\omega$. Zero range has $\phi\sim k^{-2}$, so $\sigma\sim k^{-3}$. The $1s$ state $e^{-\kappa r}=-\partial_\kappa(e^{-\kappa r}/r)$ has $\phi\propto(k^2+\kappa^2)^{-2}$, so $\sigma\sim k^{-7}$. At $ka=1000$ the ratio of (\ref{eq:H}) to that plane-wave value is $0.99687$, against $1-\pi/1000$. The length form with plane waves gives the same power for the $1s$ state but four times the coefficient, since $|\partial_{k_z}\phi|=2|k_z|\phi/m\omega$ here; the two forms differ because a plane wave is not an eigenstate of the Coulomb Hamiltonian.

\subsection*{(g) The origin of the finite threshold}
Decide whether the initial or the final state makes the threshold finite.

\emph{Solution.} Write $u_1=(2m/\pi k)^{1/2}C\,(kr)^2G(r)$ with $G(0)=1$. Over the bound state $G$ has a finite limit as $k\to0$; in the Coulomb case $(A)_j(2isx)^j\to(-2x)^j$ shows this term by term. Then $R^2\propto k^3C^2$ for any localised $u_0$ whose limiting integral is not zero. For a potential of finite range, $r^2G\to\beta r^2+\gamma'/r$ outside the range, and matching to the free wave $(kr)^2/3$ gives $C\to1/3\beta$. This yields the Wigner law $\sigma\propto(\omega-E)^{3/2}$, which fails if $\beta=0$, that is, if a $p$ state is just about to bind. For the attractive Coulomb tail, (\ref{eq:C1}) gives $C_1^2\to2\pi/9s^3$, which cancels $k^3$: the tail accelerates the slow electron, so its wave near the defect no longer depends on $k$.

The program swaps the ingredients and measures $d\ln\sigma/d\ln(\omega-E)$ near threshold. A $1s$ state with a free $p$ wave gives $1.500$, and so does a Coulomb potential screened at $2a$, used for both states. A Coulomb final wave gives $0.000$ for the $1s$ state and for the zero-range state. The final-state tail decides.

The finite value continues the Rydberg series. Lines at $\omega_N=E(1-N^{-2})$ have spacing $2E/N^3$, so their mean density is $N^3f_N/2E$. At $s=i/N$, $\eta\arctan s=N\,{\rm artanh}(1/N)$, and continuing $2E\,df/d\omega$ from (\ref{eq:H}) without the factor $1-e^{-2\pi\eta}$ suggests
\begin{equation}
N^3f_N=\tfrac{256}{3}\,(1-N^{-2})^{-4}e^{-4N\,{\rm artanh}(1/N)} .
\end{equation}
This identification is not derived here; it is tested against direct quadrature of $1s\to Np$, which gives $3.3296$, $1.7423$, $1.6054$ for $N=2,5,10$. Its limit is $256/3e^4=1.5629$, the continuum value at threshold. The lines then carry $0.565$ of the sum rule and the continuum $0.435$, which add to one.

\subsection*{(h) Numbers}
Take round model values $m=0.25$, $n=3$. Evaluate a deep level with $E=0.02$~Ha ($0.544$~eV) and a shallow donor with $\varepsilon=n^2=9$, and state where the models fail.

\emph{Solution.} For the deep level $\kappa=(2\times0.25\times0.02)^{1/2}=0.1$~bohr$^{-1}$, a decay length of $10$~bohr. The prefactor in (\ref{eq:L}) is $16\pi\alpha/2.25=0.16302$~bohr$^2$\,Ha. At $\omega=2E=0.04$~Ha ($1.09$~eV) the energy factor is $1/8E=6.25$~Ha$^{-1}$, so
\begin{equation}
\sigma_L^{\max}=0.16302\times6.25=1.019\ {\rm bohr}^2=2.85\times10^{-17}\ {\rm cm}^2 .
\end{equation}
At $\omega/E=1.1,\ 1.5,\ 3,\ 10$ the values are $0.194,\ 0.854,\ 0.854,\ 0.220$~bohr$^2$; the equal pair has $s^2=1/2$ and $2$. A hydrogenic centre of the same $E$ starts at $15.426\times0.48649=7.50$~bohr$^2$, crosses $\sigma_L$ at $\omega/E=2.06$ and is down to $0.0088$~bohr$^2$ at $10E$. That comparison is formal, since $a=10$~bohr needs $\varepsilon=ma=2.5$, which does not match $n=3$.

The consistent donor has $a=9/0.25=36$~bohr and $E=1/(2\times0.25\times36^2)=0.0015432$~Ha ($42$~meV). Its threshold value scales with $a^2$: $7.5044\times(36/10)^2=97.26$~bohr$^2=2.72\times10^{-15}$~cm$^2$. This is a model value. In a polar crystal such a photon energy can lie close to the optical phonons, where $n$ varies strongly with frequency and (\ref{eq:H}) with constant $n$ does not apply. An anisotropic mass and the short-range potential of the impurity core are also left out.

A finite range raises $\sigma(2E)$ relative to $\sigma_L$ by the factors $1.0101$, $1.0306$, $1.1065$ for $\kappa b=0.01,\ 0.03,\ 0.1$, close to $1+\kappa b$, while the peak at $\kappa b=0.1$ sits at $2.0003E$. The position is far less sensitive than the height, as part (b) implies.

If the deep centre is left positively charged, with $\varepsilon=9$, the zero-range state with a Coulomb final wave has a threshold value $0.36$~bohr$^2$ ($1.0\times10^{-17}$~cm$^2$), about a third of $\sigma_L^{\max}$. At $2E$ it gives $0.97$~bohr$^2$. These are values of the length form (\ref{eq:radial}). The hybrid omits the tail $V=-1/\varepsilon r$ in the initial state, so the two states do not belong to one Hamiltonian, and $\omega\langle f|z|i\rangle=\langle f|[p^2/2m,z]|i\rangle+\langle f|Vz|i\rangle$: the velocity form lacks the last term and gives $0.53$ and $1.35$~bohr$^2$ instead. The finite threshold follows from part (g) in either form, but the magnitudes are not reliable. Keeping the tail in the initial state too, at the same $E$, replaces $e^{-\kappa r}$ by the decaying Whittaker function $W_{\nu,1/2}(2\kappa r)$ with $\nu=1/\kappa a$ and $a=\varepsilon/m$. Numerical quadrature with this state gives $0.87$~bohr$^2$ at threshold and $1.72$~bohr$^2$ at $2E$ in both forms. For these parameters the tail therefore raises $\sigma$ at $2E$, and the length form of the hybrid is too low by a factor of about two.

Equation (\ref{eq:L}) needs $\kappa b\ll1$, $kb\ll1$ and a neutral core after ionisation. It also needs one parabolic band up to an energy $E$ above the edge if the peak is to lie at $2E$, and a decay length of many lattice spacings (the $10$~bohr of the deep level above is only about one semiconductor lattice constant, so its numbers merely illustrate the formula); a level near midgap draws on valence and conduction bands together and lies outside the model. Lattice relaxation, excluded here, shifts and broadens the edge. Screening by non-degenerate free carriers cuts the Coulomb tail exponentially and, by part (g), restores the $3/2$ law when $1/k$ is far larger than the screening length, unless a $p$ state is just about to bind. Degenerate carriers occupy the states at the band edge and block the threshold; that case lies outside the model.

The numerical check below tests (\ref{eq:L}) against a box spectrum, a time-dependent propagation and finite wells, and (\ref{eq:H}) against direct integration of the radial equation.

\section*{Values computed for the example and the checks}
\begin{verbatim}
alpha = 0.0072973526, hartree = 27.2114 eV, bohr^2 = 2.80029e-17 cm^2
model: m = 0.25 m_e, n = 3.0, E = 0.02 Ha = 0.5442 eV
kappa = 0.1 1/bohr
decay length 1/kappa = 10 bohr
prefactor 16 pi alpha/(3 n m) = 0.16302 bohr^2 Ha
unit alpha/(n m E) = 0.48649 bohr^2
peak photon energy 2E = 0.04 Ha = 1.088 eV
S at 2E = 265.26 bohr^2/Ha
sigma_L max = 1.0189 bohr^2 = 2.853e-17 cm^2
half maxima at w/E = 1.2435 and 5.1061
w/E = 1.0: sigma_L = 0, sigma_H(same E) = 7.5044 bohr^2
w/E = 1.1: sigma_L = 0.19366, sigma_H(same E) = 5.8131 bohr^2
w/E = 1.5: sigma_L = 0.85389, sigma_H(same E) = 2.4895 bohr^2
w/E = 2.0: sigma_L = 1.0189, sigma_H(same E) = 1.1087 bohr^2
w/E = 3.0: sigma_L = 0.85389, sigma_H(same E) = 0.34329 bohr^2
w/E = 5.0: sigma_L = 0.52168, sigma_H(same E) = 0.074841 bohr^2
w/E = 10.0: sigma_L = 0.22008, sigma_H(same E) = 0.0088368 bohr^2
crossing sigma_L = sigma_H(same E) at w/E = 2.0611 
box spectrum, largest relative deviation = 6.3513e-06 
time propagation sigma(2E) = 1.0189 bohr^2
well kappa b = 0.1 (b = 1 bohr): sigma/sigma_L at 2E = 1.106542
well kappa b = 0.03 (b = 0.3 bohr): sigma/sigma_L at 2E = 1.030550
well kappa b = 0.01 (b = 0.1 bohr): sigma/sigma_L at 2E = 1.010060
well kappa b = 0.1: peak at w/E = 2.0003
well kappa b = 0.01: peak at w/E = 2.0000
sum rule 2 pi^2 alpha/(n m) = 0.19206 bohr^2 Ha
zero-range continuum strength = 1 
sigma_L max n m E/alpha = 2.0944 
sigma_H threshold n m E/alpha = 15.426 
threshold_H/max_L at equal E = 7.3652 
shallow donor: eps = 9, a = 36 bohr, E = 0.0015432 Ha = 41.99 meV
donor threshold sigma = 97.257 bohr^2 = 2.723e-15 cm^2
donor ka = 0.0: radial eq. 97.259, formula 97.257 bohr^2
donor ka = 0.3: radial eq. 77.212, formula 77.212 bohr^2
donor ka = 1.0: radial eq. 14.369, formula 14.369 bohr^2
donor ka = 3.0: radial eq. 0.11452, formula 0.11452 bohr^2
donor threshold slope dln(sigma)/d(w/E) = -2.6667 
sigma_H/plane-wave velocity form at ka = 1000 = 0.99687 
I4 at ka = 0.7 = 0.63359 
binding, Coulomb screened at 2a = 0.00045714 Ha
threshold exponent: 1s+free 1.5000, screened 1.5000
threshold exponent: 1s+Coulomb -0.0000, zero-range+Coulomb 0.0000
deep level, Coulomb final wave: threshold 0.36136 bohr^2 = 1.012e-17 cm^2
deep level, Coulomb final wave: sigma(2E) = 0.96967 bohr^2
f(1s-2p) = 0.416197, n^3 f = 3.3296
f(1s-5p) = 0.0139383, n^3 f = 1.7423
f(1s-10p) = 0.00160537, n^3 f = 1.6054
threshold df/dw times 2E (radial eq.) = 1.563 
256/(3 e^4) = 1.5629 
hydrogenic strength: bound 0.56500, continuum 0.43500
\end{verbatim}
